# Defocus tolerance of immersion imaging at fixed numerical aperture

A projection lens forms a fine grating image on a wafer, and the wafer surface does not lie exactly in the plane of best focus. Such a departure can weaken the image. If the gap between lens and wafer is now filled with a transparent liquid, while the numerical aperture and the vacuum wavelength stay as they were, the finest pitch the lens can print is unchanged, but the wafer may stray further from focus. The question is by what factor. For small apertures the factor is the refractive index $n$ of the liquid. At the large apertures used in lithography it is greater than $n$ when the tolerance is set by the phase that defocus builds up across the pupil, and in general its value depends on what is meant by a tolerable defocus.

Let the image space be homogeneous and lossless, with real index $n$; the dry case is $n=1$ and the immersed case has $n>1$. Reflections from the wafer are left out. The vacuum wavelength is $\lambda$, and $k_0=2\pi/\lambda$. The numerical aperture is

$$
\mathrm{NA}=n\sin\theta_n ,
$$

where $\theta_n$ is the angle to the axis, inside the medium, of a wave from the edge of the pupil. A dry system has $\sin\theta_1\le 1$, so a comparison at equal aperture requires $0<\mathrm{NA}\le 1$. The coordinate $z$ is measured inside the medium, along the direction of propagation, from the plane of best focus. The lens is taken to be corrected for the medium it works in, so that in either case all waves are in phase at $x=0$, $z=0$.

A simple image that loses contrast with defocus is made by three waves. A grating is lit coherently along the axis, and the lens passes its orders $0$ and $\pm1$. Let the first orders pass at the very edge of the pupil. Their transverse wavenumbers are then $\pm k_x$ with

$$
k_x=nk_0\sin\theta_n=k_0\,\mathrm{NA},
$$

and the image has the pitch $2\pi/k_x=\lambda/\mathrm{NA}$. Neither quantity contains $n$ once $\mathrm{NA}$ is fixed. The liquid therefore leaves the pitch alone, and it changes the effect of defocus through the axial wavenumber.

In a homogeneous medium without charges, Maxwell's equations for a field of one frequency reduce to

$$
\nabla^2\mathbf E+n^2k_0^2\mathbf E=0,\qquad \nabla\cdot\mathbf E=0 .
$$

A plane wave $\mathbf E=\mathbf e\,e^{i(k_xx+k_zz)}$ satisfies the first equation if $k_x^2+k_z^2=n^2k_0^2$. The positive root belongs to a wave travelling towards the wafer. For the axial wave $k_x=0$ and $k_z=nk_0$. For both edge waves

$$
k_z=\sqrt{n^2k_0^2-k_0^2\mathrm{NA}^2}=k_0\sqrt{n^2-\mathrm{NA}^2}.
$$

Over a distance $z$ the axial wave gains more phase than the edge waves. The difference is

$$
\phi=(nk_0-k_z)z=k_0zD_n,\qquad D_n=n-\sqrt{n^2-\mathrm{NA}^2}. \tag{1}
$$

The product $zD_n$ is the optical path difference between axis and pupil edge, and the dimensionless $D_n$ will be called the path factor. Equation (1) involves no small-angle approximation.

To see what this phase does to the image, let the real amplitudes of the orders be $a_0$ for the axial wave and $a_1$ for each first order, both positive and the same in the two media. Take first the TE polarization, with the electric field along the grating lines. All three fields then point along $y$, and the sum of the two first orders is a cosine:

$$
E_y=a_0e^{ink_0z}+2a_1\cos(k_xx)\,e^{ik_zz}.
$$

The intensity is taken as $|\mathbf E|^2$. The cross term is twice the real part of one amplitude times the conjugate of the other, which gives

$$
|E_y|^2=a_0^2+4a_0a_1\cos\phi\cos(k_xx)+4a_1^2\cos^2(k_xx).
$$

With $2\cos^2(k_xx)=1+\cos(2k_xx)$ this becomes

$$
|E_y|^2=a_0^2+2a_1^2+4a_0a_1\cos\phi\cos(k_xx)+2a_1^2\cos(2k_xx). \tag{2}
$$

Defocus enters in one place, the coefficient of $\cos(k_xx)$. This is the fundamental harmonic, which carries the period of the grating. The mean and the second harmonic do not depend on $z$, because the two first orders have equal axial wavenumbers and keep step with each other.

In the TM polarization the electric field lies in the $xz$ plane. The condition $\nabla\cdot\mathbf E=0$ makes each field perpendicular to its own wavevector, so the first orders have the unit vectors $(\cos\theta_n,0,\mp\sin\theta_n)$, while the axial wave points along $x$. The components are

$$
E_x=a_0e^{ink_0z}+2a_1\cos\theta_n\cos(k_xx)\,e^{ik_zz},
$$

$$
E_z=-2ia_1\sin\theta_n\sin(k_xx)\,e^{ik_zz}.
$$

The axial wave has no $z$ component, so it interferes with $E_x$ alone. The terms in $a_1^2$ add up to

$$
4a_1^2\left[\cos^2\theta_n\cos^2(k_xx)+\sin^2\theta_n\sin^2(k_xx)\right]
=2a_1^2\left[1+\cos2\theta_n\cos(2k_xx)\right],
$$

and the full intensity is

$$
|\mathbf E|^2=a_0^2+2a_1^2+4a_0a_1\cos\theta_n\cos\phi\cos(k_xx)+2a_1^2\cos2\theta_n\cos(2k_xx). \tag{3}
$$

Compared with TE, the fundamental is multiplied by $\cos\theta_n$, the projection of the tilted field on the axial one. This factor does not depend on $z$. Dividing the fundamental coefficient $F(z)$ by its value in focus therefore removes it, together with the amplitudes:

$$
\frac{F(z)}{F(0)}=\cos\phi=\cos(k_0zD_n). \tag{4}
$$

Equation (4) holds for both polarizations and any positive $a_0$, $a_1$. For TM it needs $\cos\theta_n\neq0$, which excludes the dry case at $\mathrm{NA}=1$, where the fundamental is zero even in focus.

Now let the image be acceptable as long as the fundamental keeps at least a fraction $h$ of its in-focus value, with $0<h<1$. The cosine falls steadily as $\phi$ goes from $0$ to $\pi$, so the limit is first reached at $\phi_t=\arccos h$. Because the cosine is even, the limit on the other side of focus lies at the same distance. By equation (1) the one-sided tolerance is

$$
z_n=\frac{\phi_t}{k_0D_n}=\frac{\delta}{D_n},\qquad \delta=\frac{\lambda\phi_t}{2\pi}. \tag{5}
$$

Here $\delta$ is the largest permitted path difference between axis and edge. At still larger defocus the cosine passes through zero, changes sign and grows again in magnitude. The grating image then revives, at first displaced by half a pitch; the tolerance refers to the interval around focus. The fundamental first vanishes at $\phi=\pi/2$, that is, at a path difference of $\lambda/4$.

The length $\delta$ is the same for both media. Dividing the wet tolerance by the dry one removes it, and

$$
R=\frac{z_n}{z_1}=\frac{D_1}{D_n}=\frac{1-\sqrt{1-\mathrm{NA}^2}}{n-\sqrt{n^2-\mathrm{NA}^2}}. \tag{6}
$$

This ratio is exact for any criterion that fixes the path difference between axis and pupil edge, and the loss of the fundamental in the three-wave image is such a criterion.

At small aperture both differences in equation (6) tend to zero, so the limit is easier to read in another form. Multiplying and dividing $D_n$ by $n+\sqrt{n^2-\mathrm{NA}^2}$ gives

$$
D_n=\frac{n^2-(n^2-\mathrm{NA}^2)}{n+\sqrt{n^2-\mathrm{NA}^2}}
=\frac{\mathrm{NA}^2}{n+\sqrt{n^2-\mathrm{NA}^2}}. \tag{7}
$$

In the ratio the factor $\mathrm{NA}^2$ cancels. Since $\sqrt{n^2-\mathrm{NA}^2}=n\cos\theta_n$, the result can be written in two ways:

$$
R=\frac{n+\sqrt{n^2-\mathrm{NA}^2}}{1+\sqrt{1-\mathrm{NA}^2}}
=n\,\frac{1+\cos\theta_n}{1+\cos\theta_1}. \tag{8}
$$

When $\mathrm{NA}\to0$ both cosines tend to one and $R\to n$. The second form separates two effects. The factor $n$ is the small-angle gain: there $D_n\approx n\theta_n^2/2$ with $\theta_n\approx\mathrm{NA}/n$, so $D_n\approx\mathrm{NA}^2/(2n)$. The liquid raises the optical path per unit length by $n$ but lowers the square of the angle by $n^2$. The remaining fraction exceeds one because the edge wave is less steep in the liquid than in the dry gap, so $\cos\theta_n>\cos\theta_1$. Hence $R>n$ at every nonzero aperture in the allowed range.

The first correction follows from $\sqrt{n^2-\mathrm{NA}^2}=n-\mathrm{NA}^2/(2n)+O(\mathrm{NA}^4)$. Inserting this, and the same expansion with $n=1$, in equation (8) gives

$$
R=\frac{2n-\mathrm{NA}^2/(2n)}{2-\mathrm{NA}^2/2}+O(\mathrm{NA}^4)
=n\left(1-\frac{\mathrm{NA}^2}{4n^2}\right)\left(1+\frac{\mathrm{NA}^2}{4}\right)+O(\mathrm{NA}^4),
$$

and therefore

$$
R=n+\frac14\left(n-\frac1n\right)\mathrm{NA}^2+O(\mathrm{NA}^4). \tag{9}
$$

For larger apertures, set $s=\mathrm{NA}^2$ and differentiate the logarithm of the numerator in equation (8):

$$
\frac{d}{ds}\ln\left(n+\sqrt{n^2-s}\right)=-\frac{1}{2\sqrt{n^2-s}\,\left(n+\sqrt{n^2-s}\right)}.
$$

The denominator of $R$ is the same function at $n=1$. The magnitude of this derivative becomes smaller as $n$ grows, so the denominator of $R$ falls faster, in relative terms, than its numerator. Thus $R$ rises steadily with aperture, from $n$ to

$$
R(\mathrm{NA}=1)=n+\sqrt{n^2-1}.
$$

Near this end the rise is steep, since for $n=1$ the derivative contains $1/\sqrt{1-s}$, which grows without bound. The dry edge wave is then turning parallel to the wafer. Beyond $\mathrm{NA}=1$ its axial wavenumber would be imaginary, no propagating dry wave corresponds to the immersed one, and the ratio has no meaning.

For a worked case take the round values $\lambda=200\ \mathrm{nm}$, $n=1.4$, $\mathrm{NA}=0.9$, $a_1/a_0=0.5$ and $h=0.8$. The pitch is $200/0.9=222.2\ \mathrm{nm}$ in both media. The phase limit is $\phi_t=\arccos0.8=0.6435\ \mathrm{rad}$, and the permitted path difference is

$$
\delta=\frac{200\ \mathrm{nm}\times0.6435}{2\pi}=20.48\ \mathrm{nm}.
$$

The edge wave makes an angle of $64.2^\circ$ with the axis in the dry gap and $40.0^\circ$ in the liquid. The path factors are

$$
D_1=1-\sqrt{0.19}=0.5641,\qquad D_{1.4}=1.4-\sqrt{1.15}=0.3276,
$$

and equation (5) gives

$$
z_1=\frac{20.48\ \mathrm{nm}}{0.5641}=36.3\ \mathrm{nm},\qquad
z_{1.4}=\frac{20.48\ \mathrm{nm}}{0.3276}=62.5\ \mathrm{nm}.
$$

These are distances to one side of focus; the full ranges are twice as large. Their ratio is $R=1.722$, well above the index. In the second form of equation (8) it is the product of $1.4$ and $1.7660/1.4359=1.230$, so the change in steepness adds 23 percent to the small-angle gain. The defocus at which the fundamental vanishes follows from a path difference of $50\ \mathrm{nm}$: it is $88.6\ \mathrm{nm}$ dry and $152.6\ \mathrm{nm}$ wet, again in the ratio $R$.

The small-angle path factor gives the estimate $z_n\approx2n\delta/\mathrm{NA}^2$, which is $50.6\ \mathrm{nm}$ dry and $70.8\ \mathrm{nm}$ wet. Relative to the values from equation (5), the dry estimate is 39 percent too high and the wet one 13 percent. The estimate thus flatters the dry system more, and this is why it understates the benefit of the liquid. Equation (9) gives $1.539$ at this aperture, still about 11 percent below $1.722$; at $\mathrm{NA}=0.05$ the same series agrees with the ratio found from the images to the printed digits, $1.40043$.

The numerical output below lists ratios obtained by searching computed vector images for the defocus at which the fundamental has fallen to $h$. They are $1.451$ at $\mathrm{NA}=0.5$, $1.722$ at $0.9$ and $2.094$ at $0.99$, while the formula gives $2.380$ at $\mathrm{NA}=1$. In the tests these searches agreed with equation (6) for both polarizations and for $a_1/a_0=0.3$ and $0.5$.

The ratio changes if the image is judged differently. Suppose that waves fill the whole circular pupil with uniform weight, and that focus is judged by the intensity at the centre of a point image in a scalar description. Let $u$ be the squared pupil radius divided by its value at the edge. Equal steps in $u$ cover equal pupil areas, so $u$ is uniformly distributed between $0$ and $1$. The path factor at $u$ is

$$
D_n(u)=n-\sqrt{n^2-\mathrm{NA}^2u}.
$$

The central amplitude is proportional to the pupil average of a phase factor. A phase common to all waves does not affect the intensity, so let $\Delta$ be the deviation of the phase from its mean. For small $\Delta$ the relative intensity is

$$
\left|\left\langle e^{i\Delta}\right\rangle\right|^2\approx\left(1-\tfrac12\langle\Delta^2\rangle\right)^2\approx1-\langle\Delta^2\rangle
=1-k_0^2z^2\sigma_n^2,
$$

where $\sigma_n$ is the standard deviation of $D_n(u)$ over the pupil. A fixed small loss now gives the tolerance ratio $\sigma_1/\sigma_n$ instead of $D_1/D_n$. In the example it is $1.682$, about 2 percent below $R$.

At small aperture the two ratios are much closer than that. Expanding the square root one order further,

$$
D_n(u)=\frac{\mathrm{NA}^2}{2n}\left(u+\frac{\mathrm{NA}^2}{4n^2}u^2\right)+O(\mathrm{NA}^6).
$$

The variance of $u$ is $\frac13-\frac14=\frac1{12}$, and the covariance of $u$ with $u^2$ is $\frac14-\frac12\cdot\frac13=\frac1{12}$ as well. To this order the variance of the bracket is therefore $\frac1{12}\left[1+2\,\mathrm{NA}^2/(4n^2)\right]$, and its square root gives

$$
\sigma_n=\frac{1}{\sqrt{12}}\,\frac{\mathrm{NA}^2}{2n}\left(1+\frac{\mathrm{NA}^2}{4n^2}\right)+O(\mathrm{NA}^6).
$$

Setting $u=1$ in the expansion of $D_n(u)$ shows that $D_n$ has the same form without the factor $1/\sqrt{12}$. That factor cancels in the ratio, so the two criteria share equation (9) and can differ from order $\mathrm{NA}^4$ onwards. This accounts for the common printed value $1.40043$ at $\mathrm{NA}=0.05$.

A larger change appears if TM images must reach a fixed absolute contrast. Define the contrast as the fundamental coefficient divided by the mean intensity. From equation (3),

$$
C_n(z)=\frac{4a_0a_1}{a_0^2+2a_1^2}\cos\theta_n\cos(k_0zD_n). \tag{10}
$$

The first fraction is $2/1.5=1.333$ in the example and is the in-focus contrast for TE in either medium. It may exceed one because the second harmonic also contributes to the image and keeps the intensity from becoming negative. For TM it is reduced to $1.333\times0.4359=0.581$ dry and $1.333\times0.7660=1.021$ wet. If a contrast of $0.5$ is required, the permitted phases differ:

$$
\arccos\frac{0.5}{0.5812}=0.535\ \mathrm{rad},\qquad
\arccos\frac{0.5}{1.0213}=1.059\ \mathrm{rad}.
$$

The tolerances become $30.2\ \mathrm{nm}$ dry and $102.9\ \mathrm{nm}$ wet, and their ratio is $3.41$. It is the product of $R=1.72$ and the ratio of permitted phases, $1.98$. For the field in the gap the liquid helps twice: the phase grows more slowly with defocus, and the smaller angle gives a stronger image to begin with. If the required contrast lay between $0.581$ and $1.021$, the dry TM image would fail even in focus and no ratio could be formed. For TE the in-focus contrast is the same in both media as long as the amplitudes are, and an absolute limit below it then leads back to equation (6). The TM ratio $3.41$ also rests on equal amplitudes in the two media. If each order instead carried equal power towards the wafer in both cases, $a_1/a_0$ would scale as $1/\sqrt{\cos\theta_n}$ and differ between them. With $a_1/a_0=0.5/\sqrt{\cos\theta_n}$ the TM ratio becomes $2.99$. The TE ratio then also departs from equation (6) and can even fall below $n$: with $a_1/a_0=0.3/\sqrt{\cos\theta_n}$ the in-focus TE contrasts are $1.286$ dry and $1.110$ wet, and a required contrast of $1.0$ gives a ratio of only about $1.14$.

All these contrasts belong to the field in the gap, whereas a photoresist records the field inside itself. A flat surface preserves $k_x$, so in a resist of index $n_r$ the edge waves have $\sin\theta=\mathrm{NA}/n_r$, whether the gap is dry or wet. The projection factor is then the same in both cases, and for equal amplitudes in the gap the in-focus contrasts differ only through the transmission of the orders into the resist. For a lossless resist with $n_r=1.7$, just below its surface and with reflections from beneath left out, the TM example gives a ratio of $1.83$ at a required contrast of $0.5$, while the relative criterion of equation (4) still gives $R=1.722$. The ratio $3.41$ is therefore not a prediction for a printed pattern.

The position of the orders in the pupil matters too. For a coarser grating of pitch $p$, with the first orders inside the pupil and the higher ones still blocked, $k_x=2\pi/p=k_0\lambda/p$. The same derivation applies with $\lambda/p$ in place of $\mathrm{NA}$, and since $R$ rises with its argument, the gain is smaller than at the pupil edge. If the axial order is removed and the two first orders alone form the image, their axial wavenumbers are equal and no relative phase builds up. In this ideal two-wave case defocus does not weaken the image in either medium, and a ratio of tolerances has no content.

Finally, the gain belongs to a comparison at fixed aperture. If the liquid is used instead to raise the aperture at a fixed edge angle $\theta$, with $\mathrm{NA}=n\sin\theta$, the path factor is $n(1-\cos\theta)$, which is $n$ times the dry one. For the same permitted path difference the tolerance then shrinks by the factor $1/n$, as does the pitch $\lambda/\mathrm{NA}$. The same liquid can thus buy a wider focus range at a given pitch or, at a given edge angle, a finer pitch at the cost of focus range. A moderate rise in aperture gives some of both. If the dry example at $\mathrm{NA}=0.9$ is replaced by an immersed system at $\mathrm{NA}=1.0$, the pitch falls from $222.2$ to $200\ \mathrm{nm}$, while equation (5) raises the tolerance from $36.3$ to $48.7\ \mathrm{nm}$.

## Table of computed values

```
vacuum wavelength: 200.0 nm
immersion index n: 1.40 (dimensionless)
numerical aperture NA: 0.90 (dimensionless)
grating pitch: 222.22 nm
amplitude ratio a1/a0: 0.50 (dimensionless)
retained fraction of fundamental: 0.80 (dimensionless)
phase limit: 0.64350 rad
path difference limit: 20.483 nm
dry edge angle: 64.16 degrees
dry cos(edge angle): 0.43589 (dimensionless)
dry path factor D: 0.56411 (dimensionless)
dry tolerance, one side of focus: 36.31 nm
dry paraxial estimate of tolerance: 50.58 nm
dry defocus where fundamental vanishes: 88.64 nm
dry TM in-focus contrast: 0.5812 (dimensionless)
dry tolerance, fixed TM contrast: 30.18 nm
wet edge angle: 40.01 degrees
wet cos(edge angle): 0.76599 (dimensionless)
wet path factor D: 0.32762 (dimensionless)
wet tolerance, one side of focus: 62.52 nm
wet paraxial estimate of tolerance: 70.81 nm
wet defocus where fundamental vanishes: 152.62 nm
wet TM in-focus contrast: 1.0213 (dimensionless)
wet tolerance, fixed TM contrast: 102.91 nm
TE in-focus contrast, dry or wet: 1.3333 (dimensionless)
absolute contrast limit: 0.50 (dimensionless)
tolerance ratio from images at NA=0.05: 1.40043 (dimensionless)
tolerance ratio from images at NA=0.50: 1.45104 (dimensionless)
tolerance ratio from images at NA=0.90: 1.72185 (dimensionless)
tolerance ratio from images at NA=0.99: 2.09444 (dimensionless)
second-order series for ratio at NA=0.05: 1.40043 (dimensionless)
second-order series at example NA: 1.53886 (dimensionless)
ratio formula at NA=1: 2.37980 (dimensionless)
ratio by pupil rms phase, example NA: 1.68190 (dimensionless)
ratio by pupil rms phase, NA=0.05: 1.40043 (dimensionless)
ratio by fixed TM contrast: 3.40945 (dimensionless)
```
